# Energy resolution of a trap spectrum from isothermal emission current

## Problem

A semiconductor film of thickness $d$ lies between two contacts. It contains electron traps at depth $E$ below the conduction-band edge, with density $N(E)$ per unit volume and energy, spread uniformly through the thickness. The traps are filled while the film is neutral. At $t=0$ a fixed voltage depletes the film of free electrons, and the traps empty at constant temperature $T$. A trap of depth $E$ emits at the rate

$$e(E)=\nu\,e^{-E/kT},$$

with the same attempt rate $\nu$ for all traps. Each emitted electron is swept out quickly and is not caught again. The contacts supply no electrons while the traps empty, and there is no leakage. The magnitude of the current density is $J(t)$.

(a) How is $tJ(t)$ related to $N(E)$?

(b) With what full width at half maximum in energy does $tJ$ sample $N(E)$? Give it in units of $kT$ and in meV at 300 K.

(c) Take $d=100$ nm, $\nu=10^{11}\ \mathrm{s^{-1}}$, $T=300$ K, and a Gaussian band of traps centred at 0.650 eV, with standard deviation $\sigma=40$ meV and total density $N_t=10^{16}\ \mathrm{cm^{-3}}$. What band is read from the current?

Energies are in eV, so $kT=25.852$ meV at 300 K, and $q$ is the elementary charge.

## A tempting solution

After a time $t$, traps with $e(E)t>1$ have emptied and traps with $e(E)t<1$ are still full. The boundary is at $e(E)t=1$, which gives

$$E_m(t)=kT\ln(\nu t).$$

An electron starts, on average, halfway across the film, so it contributes $q/2$ to the charge in the external circuit. The charge per area delivered up to time $t$ is therefore

$$Q(t)=\frac{qd}{2}\int_0^{E_m(t)}N(E)\,dE .$$

Differentiate, using $dE_m/dt=kT/t$:

$$J=\frac{qd}{2}N(E_m)\frac{kT}{t},\qquad tJ=\frac{qd\,kT}{2}N(E_m).$$

Each instant thus samples one energy. The sampling width is zero, and the resolution is set by the ammeter and the clock. In part (c), a plot of $2tJ/(qd\,kT)$ against $E_m$ should return the Gaussian itself, with full width $2\sqrt{2\ln2}\,\sigma=94.2$ meV and peak density $N_t/(\sigma\sqrt{2\pi})=9.97\times10^{16}\ \mathrm{cm^{-3}\,eV^{-1}}$.

## Where it fails

Apply the recipe to a film containing one sharp level. It predicts a current spike at the instant when $et=1$. First-order emission from a single level instead gives an exponential decay, which has no spike.

The fault is the sentence that divides the traps into empty and full. The occupancy of a trap that starts full obeys $df/dt=-ef$, so $f=e^{-et}$. At the supposed boundary, $et=1$, a fraction $1/e\approx0.37$ of the traps is still full. Since $e(E)$ changes by a factor of 2.718 when $E$ changes by $kT$, the passage from empty to full occupies a range of a few $kT$. The tempting solution replaced this smooth passage by a step. Differentiating a step gives a delta function, and that is where the zero width came from.

The marker energy $E_m$ and the prefactor $qd\,kT/2$ will survive. The claim that one energy is sampled will not.

## Correct solution

### The external charge

The factor $1/2$ needs a derivation, because the changing trap charge also changes the field. Put the contacts at $x=0$ and $x=d$, and let electrons leave at $x=d$. With permittivity $\varepsilon$, field $F$ and charge density $\rho$, Gauss's law gives

$$\varepsilon F(x)=\varepsilon F(0)+\int_0^x\rho(x')\,dx'.$$

The voltage is fixed, so $\int_0^dF\,dx$ does not change. Integrate the equation over $x$ and exchange the order of the double integral:

$$\varepsilon\int_0^dF\,dx=d\,\varepsilon F(0)+\int_0^d(d-x')\rho(x')\,dx'.$$

Let a density $\Delta n$ of trapped electrons leave uniformly. Then $\rho$ rises by $q\Delta n$, and the constant left side requires

$$0=d\,\Delta[\varepsilon F(0)]+q\Delta n\frac{d^2}{2},\qquad \Delta[\varepsilon F(0)]=-\frac{qd}{2}\Delta n .$$

No electrons cross $x=0$, so the whole current there is displacement current. Its magnitude is $qd/2$ times the emptying rate per volume. This holds for uniform emptying, with the field driving all electrons to the same contact.

### The kernel

The density of trapped electrons per unit energy is $N(E)e^{-e(E)t}$, and its rate of loss is $N(E)\,e(E)\,e^{-e(E)t}$. Hence

$$J(t)=\frac{qd}{2}\int N(E)\,e(E)\,e^{-e(E)t}\,dE .$$

Multiply by $t$ and define $x=e(E)t$. Because $\nu t=e^{E_m/kT}$,

$$x=\nu t\,e^{-E/kT}=e^{-(E-E_m)/kT}=e^{-u},\qquad u=\frac{E-E_m}{kT}.$$

The weight $xe^{-x}$ becomes a fixed function of $u$, which answers part (a):

$$tJ(t)=\frac{qd}{2}\int N(E)\,K\!\left(\frac{E-E_m}{kT}\right)dE,\qquad K(u)=e^{-u-e^{-u}} .$$

As time passes, the kernel moves to greater depth without changing shape. The factor $t$ is what makes this so: $J$ alone carries the weight $K/t$, whose height falls as the kernel moves.

The derivative $K'(u)=K(u)(e^{-u}-1)$ is positive for $u<0$ and negative for $u>0$. The single maximum is at $u=0$, that is, at $E=E_m$, with height $K(0)=1/e$. For the area, $x=e^{-u}$ gives $du=-dx/x$, and

$$\int_{-\infty}^{\infty}K\,du=\int_0^\infty xe^{-x}\frac{dx}{x}=\int_0^\infty e^{-x}dx=1 .$$

In energy the area is $kT$. If $N$ hardly changes over several $kT$, it can be taken out of the integral, and $tJ\approx(qd\,kT/2)N(E_m)$ follows. The tempting formula is this limit; it does not describe the resolution.

### The width

At half maximum,

$$xe^{-x}=\frac{1}{2e}.$$

The left side rises for $x<1$ and falls for $x>1$, so there is one root on each side. Changing both signs gives $(-x)e^{-x}=-1/(2e)$. The Lambert function $W$ is defined by $We^W=z$, so $x=-W(-1/2e)$, and its two real branches give

$$x_1=0.23196,\qquad x_2=2.67835 .$$

Since $E=E_m-kT\ln x$, the larger root is the shallower edge. The distance between the edges is

$$\Delta E=kT\ln\frac{x_2}{x_1}=kT\ln(11.55)=2.446\,kT .$$

At 300 K this is $2.4464\times25.852\ \mathrm{meV}=63.2$ meV, which answers part (b): about $2.45\,kT$, or 63 meV.

The occupancy at the two edges is $e^{-2.678}=0.07$ and $e^{-0.232}=0.79$. The kernel therefore covers most of the passage from empty to full that the tempting solution made into a step.

The kernel is not symmetric. Its edges lie $kT\ln x_2=0.99\,kT$ from $E_m$ on the shallow side and $-kT\ln x_1=1.46\,kT$ from it on the deep side. Far on the shallow side the factor $e^{-e^{-u}}$ cuts it off sharply, because those traps have already emptied. Far on the deep side it falls as $e^{-u}$, because deep traps emit slowly but do emit.

For one sharp level, $tJ$ is proportional to $xe^{-x}$ with $x=et$. Its half-maximum times have the ratio $x_2/x_1=11.55$, so the peak is 1.06 decades of time wide.

The width does not depend on $\nu$ or $t$, and it is proportional to $T$. Cooling sharpens the kernel, but at fixed $t$ it also brings $E_m$ closer to the band edge. The ratio $\Delta E/E_m=2.446/\ln(\nu t)$ is independent of $T$ when $\nu$ is held fixed. At $t=1$ s it is $63.2/654.8$, or about 10%.

## What the current reads

Define the density read directly from the current as

$$N_{\rm app}(E_m)=\frac{2tJ}{qd\,kT}=\int N(E_m+kTu)K(u)\,du .$$

### Moments and a smooth density

The same substitution as for the area gives, for $a>-1$,

$$\int e^{-au}K(u)\,du=\int_0^\infty x^ae^{-x}dx=\Gamma(1+a).$$

The logarithm of this average has the expansion $\ln\Gamma(1+a)=-\gamma a+\pi^2a^2/12+\dots$, where $\gamma=0.577$ is Euler's constant. For any distribution, the logarithm of the average of $e^{-au}$ begins $-a\langle u\rangle+a^2\,\mathrm{var}(u)/2$. Comparison gives

$$\langle u\rangle=\gamma,\qquad \mathrm{var}(u)=\frac{\pi^2}{6}.$$

Expanding $N$ about the mean sampled energy then gives, for a density that is smooth on the scale of $kT$,

$$N_{\rm app}(E_m)\approx N(E_m+\gamma kT)+\frac{\pi^2}{12}(kT)^2N''(E_m+\gamma kT).$$

The linear term vanishes because the expansion is about the mean. The first correction to the tempting formula is thus a shift of label by $\gamma kT=14.9$ meV towards greater depth.

### An exponential tail

Let $N=N_0e^{-E/E_0}$, with $E_m$ many $kT$ below the band edge. With $a=kT/E_0$,

$$N_{\rm app}(E_m)=N(E_m)\int e^{-au}K(u)\,du=N(E_m)\,\Gamma(1+a).$$

Since $e^{-E_m/E_0}=(\nu t)^{-a}$, the current falls as $J\propto t^{-(1+a)}$. For $E_0=50$ meV at 300 K, $a=0.517$: the decay exponent is 1.517, and the density is read too low by the factor 0.887. The slope of the tail is still correct, because the factor does not depend on $E_m$. When $E_0=kT$, $\Gamma(2)=1$ and the reading is correct in height as well, although the kernel is as wide as before. A correct amplitude is therefore no evidence of sharp sampling.

### The Gaussian band

For part (c), the stored charge $(qd/2)\int Ne^{-et}dE$ was summed on an energy grid and differentiated numerically in time to give $J$. At $t=1$ s, $J=1.576\times10^{-9}\ \mathrm{A/cm^2}$. With $qd\,kT=4.142\times10^{-26}\ \mathrm{C\,cm\,eV}$,

$$N_{\rm app}=\frac{2\times1\times1.576\times10^{-9}}{4.142\times10^{-26}}=7.61\times10^{16}\ \mathrm{cm^{-3}\,eV^{-1}} .$$

The true density at the same $E_m$ is $9.90\times10^{16}$. Other times, with densities in $10^{16}\ \mathrm{cm^{-3}\,eV^{-1}}$, give:

| $t$ (s) | $E_m$ (eV) | $J$ (A/cm²) | $N_{\rm app}$ | $N(E_m)$ |
|---|---|---|---|---|
| 0.01 | 0.536 | 2.48e-8 | 1.20 | 0.169 |
| 0.1 | 0.595 | 1.10e-8 | 5.31 | 3.91 |
| 1 | 0.655 | 1.58e-9 | 7.61 | 9.90 |
| 10 | 0.714 | 4.94e-11 | 2.39 | 2.74 |
| 100 | 0.774 | 2.71e-13 | 0.131 | 0.083 |

At 0.01 s the reading is seven times the true density. The deep tail of the kernel reaches into the band while $E_m$ is still on its shallow flank. There is a general limit on this flank. From $K'(u)$,

$$\frac{\partial K}{\partial E_m}=-\frac{K'(u)}{kT}=\frac{(1-e^{-u})K}{kT}<\frac{K}{kT},$$

so $N_{\rm app}$ cannot rise with $E_m$ faster than $e^{E_m/kT}$, however steep the true density is.

The whole apparent band follows from the convolution. Its area is still $10^{16}\ \mathrm{cm^{-3}}$, because $K$ has unit area. Each trap at $E$ appears at $E_m=E-kTu$, so the mean moves to $0.650-0.0149=0.635$ eV, and the variances add:

$$\sigma_{\rm app}=\sqrt{\sigma^2+\frac{\pi^2}{6}(kT)^2}=\sqrt{1600+1099}\ \mathrm{meV}=52\ \mathrm{meV}.$$

The peak and half-width points, found by interpolating the computed convolution, give a maximum of $7.93\times10^{16}\ \mathrm{cm^{-3}\,eV^{-1}}$ at 0.641 eV and a full width of 117 meV. The true values are $9.97\times10^{16}$, 0.650 eV and 94 meV.

Adding the half-maximum widths in quadrature would give $\sqrt{94.2^2+63.2^2}=113$ meV, which is too small. That rule holds for two Gaussians, and $K$ is not one. Variances add for any shapes, so subtracting 1099 meV² from the apparent variance recovers $\sigma=40$ meV, provided that the entire band is recorded and $\nu$ is common to all traps.

The label shift alone does not repair the reading here. At 10 s, $N(E_m+\gamma kT)=1.40\times10^{16}$, farther from the apparent $2.39\times10^{16}$ than the unshifted value. The curvature term is as large as the leading term there, and including it gives $2.8\times10^{16}$, 18% too high. With $kT/\sigma=0.65$ the two-term expansion is off by 6 to 18% at the tabulated times, so it is only a rough guide for this band.

### Two sharp levels

The full width is not itself the least separation at which two levels give two maxima in $tJ$. Take equal densities of traps at two sharp levels separated by $s\,kT$. The deeper has $x=et$ and the shallower has $xe^s$. With respect to $\ln t$, the first two derivatives of $xe^{-x}$ are

$$g_1=x(1-x)e^{-x},\qquad g_2=x(1-3x+x^2)e^{-x}.$$

A second maximum first appears when a maximum and a minimum of the summed signal merge:

$$g_1(x)+g_1(xe^s)=0,\qquad g_2(x)+g_2(xe^s)=0 .$$

A numerical root search gives $s=2.02$, or 52 meV at 300 K. This is a threshold for equal levels, a common $\nu$ and no noise. At the threshold there is no dip at all, so a noisy record needs a larger separation to show two maxima.

## What the model neglects

The parameters are rough values meant for the regime of amorphous indium gallium zinc oxide; the trap band is a chosen one. I take relative permittivity 10, electron mass $0.34\,m_e$, mobility $10\ \mathrm{cm^2/Vs}$, effective density of states $N_c=5\times10^{18}\ \mathrm{cm^{-3}}$, donor density $2\times10^{16}\ \mathrm{cm^{-3}}$ and a total potential drop of 1 V. The traps of a disordered film need not share a common $\nu$. If $\nu$ grows as $e^{E/E_\nu}$, the exponent in $e(E)$ becomes $-E(1/kT-1/E_\nu)$. For $kT<E_\nu$ the kernel then has width $2.446\,kT/(1-kT/E_\nu)$. A trial value $E_\nu=100$ meV widens it from 63 to 85 meV, and its area grows by the same factor, 1.35. Even a common $\nu$ that is wrong by a factor of ten moves the energy scale by $kT\ln10=60$ meV.

**Filling and retrapping.** Before depletion, $10^{16}\ \mathrm{cm^{-3}}$ electrons remain free, and the Fermi level lies $kT\ln(500)=0.161$ eV below the band edge. At 0.50 eV only $2\times10^{-6}$ of the traps start empty. Detailed balance, with degeneracy factors set to one, gives a capture coefficient $\nu/N_c$. Multiplied by $N_t$ and the transit time at the lowest field, it gives a retrapping probability of about 0.2%. A lower mobility raises this in inverse proportion.

This estimate counts only emitted electrons. The collecting contact can also supply electrons, and the results above require that it does not. Suppose the band edge at that contact stays 0.161 eV above the Fermi level, as in the neutral film. Traps at 0.650 eV then empty only where the band edge has risen by a further 0.49 eV, which at 0.1 MV/cm takes about 50 nm. About half the film would stay full, and the current at 1 s would be about 30% below the table. To avoid this, the collecting contact needs a barrier higher than the trap depths, and the traps must then be filled by a separate step. A larger voltage also narrows the full region, but it strengthens the field effects described next.

**Field.** The traps are taken as neutral when empty. The ionized donors then make the field vary from 0.082 to 0.118 MV/cm across the emptied film, about a mean of 0.100 MV/cm. An electron thermally raised to $z\,kT$ below the band edge can tunnel through the remaining triangular barrier. Weighting each energy by its Boltzmann factor and its semiclassical transmission multiplies the emission rate by

$$1+\int_0^{E/kT}e^{z-bz^{3/2}}dz,\qquad b=\frac{4\sqrt{2m}\,(kT)^{3/2}}{3q\hbar F},$$

with $kT$ in joules. At 0.650 eV and the mean field, numerical integration gives 2.13, equivalent to lowering the depth by $kT\ln2.13=20$ meV, with a variation of 6 meV over the film. This figure depends strongly on the model. The formula is one-dimensional, with every electron leaving down the field. Here $b\approx1.7$, so the exponent $z-bz^{3/2}$ peaks at only 0.054, and the factor comes from the weight given to energies just below the edge. Averaging the same formula over directions, with no tunnelling against the field, gives 1.29, or 6.5 meV. A point-like trap coupled to the three-dimensional density of band states in the field has the factor $\exp[q^2F^2\hbar^2/24m(kT)^3]=1.06$, or 1.4 meV. The three estimates span about 1 to 20 meV.

If the empty trap were positively charged, its Coulomb attraction would also matter. The barrier would fall by the minimum over distance $r$ of $q/(4\pi\varepsilon r)+Fr$, which is $\sqrt{qF/\pi\varepsilon}=76$ meV at the mean field. This is the lowering along the field only. Averaged over escape directions, with no lowering against the field, the rate rises by a factor of about 4.9, an effective shift of 41 meV, or two thirds of the kernel width. The variations quoted next refer to the lowering along the field. At the start, when the filled traps are neutral and only the donors are charged, it would vary by 14 meV across the film. The variation would grow as the emptied traps add positive charge.

**Leakage and temperature.** A steady leakage of $10^{-12}\ \mathrm{A/cm^2}$, an assumed value, is 2% of the signal at 10 s but nearly four times the signal at 100 s. Multiplied by $t$, it imitates a density that rises with depth, $4.8\times10^{15}\ \mathrm{cm^{-3}\,eV^{-1}}$ at 100 s, so it must be subtracted before the deep side is read. The assumed value is a demanding one: if the leakage is thermionic emission over a contact barrier, it needs a barrier of about 1.1 eV. At 0.9 eV, with the image force lowering the barrier by 38 meV at the mean field, pure thermionic emission would give about $10^{-8}\ \mathrm{A/cm^2}$. At a mobility of $10\ \mathrm{cm^2/Vs}$, diffusion away from the barrier limits this to about $1.6\times10^{-9}\ \mathrm{A/cm^2}$, as large as the signal at 1 s. A temperature error of 1 K moves a level at 0.650 eV by $E/T$ per kelvin, or 2.2 meV.
